# Kambersky damping from the low-frequency response to magnetization rotation

A metallic ferromagnet is described in the mean-field approximation by independent electrons with the Hamiltonian

$$H(\mathbf n)=H_{\rm kin}+H_{\rm so}+H_{\rm xc}(\mathbf n).$$

The unit vector $\mathbf n$ is the common direction of the exchange field. $H_{\rm so}$ is the spin-orbit coupling, and $H_{\rm kin}$ contains every spin-independent term, including spin-independent disorder. Hence $[\boldsymbol\sigma,H_{\rm kin}]=0$, where $\boldsymbol\sigma$ are the Pauli matrices.

At rest $\mathbf n$ lies along $z$, taken to be a fourfold crystal axis. The exchange field turns rigidly with $\mathbf n$: its magnitude and its shape within the cell do not change. Further self-consistent changes and electron correlation beyond the mean field are left out. The spin in the volume considered is $\hbar S$, and orbital angular momentum is neglected in it.

The problem is to find the Gilbert damping $\alpha$ caused by these electrons.

## (a) What does damping dissipate?

**Question.** The moment direction $\mathbf m$ obeys Gilbert's equation in a constant field $\mathbf B$,

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0 .$$

Find the rate of energy loss in terms of $S$ and $\dot{\mathbf m}$.

**Solution.** Collect the right-hand side into one vector product:

$$\dot{\mathbf m}=\mathbf m\times\mathbf C,\qquad \mathbf C=-\gamma\mathbf B+\alpha\dot{\mathbf m}.$$

A vector product is perpendicular to each factor, so $\dot{\mathbf m}\cdot\mathbf C=0$, which gives

$$\gamma\,\dot{\mathbf m}\cdot\mathbf B=\alpha|\dot{\mathbf m}|^2 .$$

A moment of size $\mathcal M$ has energy $\mathcal E=-\mathcal M\,\mathbf m\cdot\mathbf B$, and its angular momentum has size $\mathcal M/\gamma=\hbar S$. Therefore

$$-\dot{\mathcal E}=\mathcal M\,\dot{\mathbf m}\cdot\mathbf B=\alpha\hbar S|\dot{\mathbf m}|^2 .$$

The electron's spin and moment are antiparallel, but $|\dot{\mathbf n}|=|\dot{\mathbf m}|$, so this sign does not matter. If $\mathbf n$ turns by a small angle $\theta(t)$ about $x$, the heat produced per unit time is

$$P=\alpha\hbar S\,\dot\theta^2. \tag{1}$$

The microscopic task is to treat $\mathbf n$ as a slow, prescribed coordinate and to find the average power that its motion delivers to the electrons. Over a full cycle reversible work cancels, and what remains is the heat in (1).

## (b) What perturbs the electrons?

**Question.** Let $\theta(t)=\theta_0\cos\omega t$ with $\theta_0\ll1$. Find the Hamiltonian in the spin frame that turns with the exchange field.

**Solution.** The spin rotation about $x$ is $U=e^{-i\theta\sigma_x/2}$, so $H_{\rm xc}(\theta)=UH_{\rm xc}(0)U^\dagger$. Insert $\psi=U\psi'$ into $i\hbar\dot\psi=H\psi$:

$$i\hbar\dot U\psi'+i\hbar U\dot\psi'=HU\psi'
\;\Rightarrow\; H'=U^\dagger HU-i\hbar U^\dagger\dot U .$$

Since $\dot U=-\tfrac i2\dot\theta\sigma_xU$, the last term is $-i\hbar(-\tfrac i2\dot\theta\sigma_x)=-\tfrac{\hbar}{2}\dot\theta\sigma_x$. In $U^\dagger HU$ the kinetic part is unchanged and the exchange part returns to its form at rest. The spin-orbit part changes:

$$\left(1+\tfrac{i\theta}{2}\sigma_x\right)H_{\rm so}\left(1-\tfrac{i\theta}{2}\sigma_x\right)
=H_{\rm so}+\theta\,\tfrac i2[\sigma_x,H_{\rm so}]+O(\theta^2).$$

With $H$ now denoting the Hamiltonian at $\theta=0$,

$$H'=H+\theta\,T_x-\tfrac{\hbar}{2}\dot\theta\,\sigma_x+O(\theta^2),\qquad
T_x=\tfrac i2[\sigma_x,H_{\rm so}]. \tag{2}$$

$T_x$ is Hermitian and is an energy per radian, that is, a torque. It vanishes without spin-orbit coupling, because the electrons then cannot tell one direction of $\mathbf n$ from another.

The $O(\theta^2)$ term does not affect the average power at order $\theta_0^2$. Its direct contribution is $\theta\dot\theta$ times a constant, which averages to zero, and its effect on $\langle T_x\rangle$ enters the power at order $\theta_0^3$ or higher.

The mean energies in the two frames differ by $\tfrac{\hbar}{2}\dot\theta\langle\sigma_x\rangle$. In the steady response this is periodic, so both frames give the same average power.

## (c) How much power is absorbed at low frequency?

**Question.** Find the average power to order $\theta_0^2$ and leading order in $\omega$. Does the term with $\dot\theta$ in (2) contribute?

**Solution.** First keep $\theta T_x$ alone. Let $|n\rangle$ be exact eigenstates of $H$, disorder included, with energies $E_n$ and Fermi occupations $f_n=f(E_n)$. The part of the perturbation that causes absorption is $\tfrac{\theta_0}{2}T_xe^{-i\omega t}$, and the golden rule gives the rate

$$\Gamma_{n\to m}=\frac{2\pi}{\hbar}\frac{\theta_0^2}{4}|\langle m|T_x|n\rangle|^2\,\delta(E_m-E_n-\hbar\omega).$$

Absorption carries the factor $f_n(1-f_m)$. Emission between the same two states carries $f_m(1-f_n)$ and returns $\hbar\omega$. The difference is $f_n-f_m$, so

$$\bar P=\frac{\pi}{2}\,\omega\theta_0^2\sum_{nm}(f_n-f_m)|\langle m|T_x|n\rangle|^2\delta(E_m-E_n-\hbar\omega).$$

Define the spectral operator $A(E)=\sum_n|n\rangle\delta(E-E_n)\langle n|$ and write the delta function as $\int dE\,\delta(E-E_n)\,\delta(E+\hbar\omega-E_m)$. Then

$$\bar P=\frac{\pi}{2}\omega\theta_0^2\int dE\,[f(E)-f(E+\hbar\omega)]\,
{\rm Tr}[T_xA(E)T_xA(E+\hbar\omega)]. \tag{3}$$

The sample must be made large before $\omega\to0$; otherwise the discrete levels of a finite sample stop the absorption. In this order of limits $f(E)-f(E+\hbar\omega)\to\hbar\omega(-f')$. With $\overline{\dot\theta^2}=\omega^2\theta_0^2/2$,

$$\bar P=\pi\hbar\,\overline{\dot\theta^2}\int dE\,(-f')\,{\rm Tr}[T_xA(E)T_xA(E)]. \tag{4}$$

One factor $\omega$ is the energy per transition, and the other counts the electrons that the exclusion principle leaves free to make it.

For the remaining term, $\dot\theta$ corresponds to $-i\omega\theta_0/2$ in the component $e^{-i\omega t}$. The full matrix element is therefore

$$\langle m|T_x|n\rangle+\tfrac i2\hbar\omega\,\langle m|\sigma_x|n\rangle . \tag{5}$$

Its square differs from $|\langle m|T_x|n\rangle|^2$ by terms of order $\omega$ and $\omega^2$. Equation (3) already supplies $\omega^2$, so these corrections enter the power at order $\omega^3$ and beyond, provided the corresponding spectral sums stay finite. The frame term drops out of the damping.

## (d) What is the damping constant?

**Question.** Obtain $\alpha$, and write it with the single operator $\sigma^-=(\sigma_x-i\sigma_y)/2$.

**Solution.** Equating (1) and (4) gives

$$\alpha_{xx}=\frac{\pi}{S}\int dE\,(-f')\,{\rm Tr}[T_xAT_xA].$$

A rotation about $y$ gives $\alpha_{yy}$ with $T_y=\tfrac i2[\sigma_y,H_{\rm so}]$, and the fourfold axis makes the two equal. To average them, define

$$T^-=T_x-iT_y=\tfrac i2[\sigma_x-i\sigma_y,H_{\rm so}]=i[\sigma^-,H_{\rm so}].$$

Then

$${\rm Tr}[T^-A\,(T^-)^\dagger A]={\rm Tr}[T_xAT_xA]+{\rm Tr}[T_yAT_yA]
+i\big({\rm Tr}[T_xAT_yA]-{\rm Tr}[T_yAT_xA]\big).$$

The bracket vanishes because the trace is cyclic and both factors $A$ are taken at the same energy. Half of the remaining sum is the average, so

$$\boxed{\;\alpha=\frac{\pi}{2S}\sum_{nm}\int dE\,(-f')\,A_n(E)A_m(E)\,\big|\langle n|[\sigma^-,H_{\rm so}]|m\rangle\big|^2\;} \tag{6}$$

with $A_n=\delta(E-E_n)$ for exact eigenstates. This is Kambersky's torque-correlation formula. In a crystal $S$ is the spin per cell, $n$ and $m$ are bands at the same $\mathbf k$, and the sum is averaged over $\mathbf k$. If $\sigma^-$ is defined without its factor $\tfrac12$, the squared element is four times larger and the prefactor becomes $\pi/(8S)$.

## (e) Why the spin-orbit torque and not the exchange torque?

**Question.** In the laboratory frame the perturbation is the derivative of the exchange field. Compare its matrix elements with those of $T_x$. What happens when the levels are given a width?

**Solution.** Differentiating $UH_{\rm xc}U^\dagger$ at $\theta=0$ gives $T_x^{\rm ex}=-\tfrac i2[\sigma_x,H_{\rm xc}]$. Since $\sigma_x$ commutes with $H_{\rm kin}$, $[\sigma_x,H_{\rm xc}]=[\sigma_x,H]-[\sigma_x,H_{\rm so}]$, and

$$\langle n|T_x^{\rm ex}|m\rangle=\langle n|T_x|m\rangle-\tfrac i2(E_m-E_n)\langle n|\sigma_x|m\rangle. \tag{7}$$

For the transition $n\to m$ with $E_m-E_n=\hbar\omega$, the element $\langle m|T_x^{\rm ex}|n\rangle$ equals (5). The two frames thus agree at finite $\omega$ in linear response, and for $\omega\to0$ either torque gives the same $\alpha$, provided the spectral sums stay finite as required below (5).

This agreement needs exact eigenstates. In practice one uses Bloch states of the perfect crystal and represents scattering by a half-width $\eta$:

$$A_n(E)=\frac1\pi\frac{\eta}{(E-E_n)^2+\eta^2}. \tag{8}$$

The disorder average of a product of two spectral operators is thereby replaced by the product of their averages. What is lost is called the vertex corrections. States with different $E_n$ and $E_m$ now overlap in energy, and the last term of (7) no longer drops out.

The meaning of each choice can be seen in a model where (8) is not an approximation. Couple every orbital, for each spin, to its own bath with amplitude $t$ and a flat, very wide spectrum of density $\rho$. Eliminating the bath adds

$$\sum_q\frac{|t|^2}{E-\varepsilon_q+i0}\;\to\;-i\pi|t|^2\rho\equiv-i\eta$$

to the energy of each orbital; the real part vanishes for a wide symmetric spectrum. Equation (4) holds for the exact states of crystal plus baths. The torque acts on the crystal orbitals alone, so only the projection of $A$ on them is needed, and that is (8). No disorder average is taken.

If the baths are at rest in the turning frame, the perturbation is $T_x$ and (6) follows with Lorentzians. If they are fixed in the laboratory, it is $T_x^{\rm ex}$.

Now switch off the spin-orbit coupling and take $H_{\rm xc}=-\tfrac\Delta2\sigma_z$. From $[\sigma_x,\sigma_z]=-2i\sigma_y$ one finds $T_x^{\rm ex}=\tfrac\Delta2\sigma_y$. This operator connects the two spin states of one orbital state, at energies $E_\uparrow$ and $E_\downarrow=E_\uparrow+\Delta$, so ${\rm Tr}[T_x^{\rm ex}AT_x^{\rm ex}A]=\tfrac{\Delta^2}{2}\sum A_\uparrow A_\downarrow$. Let $\eta$ be small compared with $\Delta$ and with the energy scale on which the density of states varies. Then one Lorentzian is sharp where the other is a tail of height $\eta/(\pi\Delta^2)$. At zero temperature

$$\alpha^{\rm ex}\simeq\frac{\pi}{S}\,\frac{\Delta^2}{2}\,\frac{\eta}{\pi\Delta^2}\,N(E_F)=\frac{\eta\,N(E_F)}{2S},$$

where $N(E_F)$ is the density of states per cell, both spins included. The crystal itself conserves spin here, so the angular momentum lost must go into the laboratory-fixed baths. These are infinite and take up spin without limit. By (7), with $\sigma_x$ now summed over crystal and baths, a finite absorption through $T_x^{\rm ex}$ means that the spectral sum of $\sigma_x$ grows as $1/\omega^2$. The condition below (5) then fails, which is why the two torques differ here although the states are exact. Spin-independent scatterers cannot take it up, and for them the true result is zero. The exchange form therefore needs vertex corrections even to vanish where it should, whereas (6) vanishes by construction. This favours (6), but does not make it exact: at finite spin-orbit coupling its own vertex corrections are still missing.

## (f) How does damping depend on the level width?

**Question.** Separate (6) into terms with $n=m$ and $n\ne m$, and find their behaviour for small and large $\eta$.

**Solution.** *Intraband terms.* For a static angle, $U^\dagger HU=H+\theta T_x+O(\theta^2)$ has the same eigenvalues as the rotated Hamiltonian. First-order perturbation theory for a non-degenerate level gives $\langle n|T_x|n\rangle=\partial E_n/\partial\theta$. Two Lorentzians of half-width $\eta$ convolve to one of half-width $2\eta$, so

$$\int dE\,A_nA_m=\frac1\pi\,\frac{2\eta}{(E_n-E_m)^2+4\eta^2}. \tag{9}$$

For $n=m$ this is $1/(2\pi\eta)$, and for small $\eta$ one may replace $A_n^2$ by $\delta(E-E_n)/(2\pi\eta)$. An amplitude decaying as $e^{-\eta t/\hbar}$ has a probability lifetime $\tau=\hbar/(2\eta)$, so

$$\alpha_{xx}^{\rm intra}\simeq\frac{\tau}{\hbar S}\sum_n(-f'_n)\left(\frac{\partial E_n}{\partial\theta}\right)^2 .$$

A relaxation argument gives the same result. As the magnetization turns, the levels move and their occupations lag by $\delta f_n\simeq-\tau f'_n\dot E_n$. The power $\sum_n\dot E_n\,\delta f_n=\tau\dot\theta^2\sum_n(-f'_n)(\partial E_n/\partial\theta)^2$, set equal to (1), reproduces the formula. The chemical potential does not shift at first order, since the fourfold axis forbids a change linear in $\theta$.

The growth as $1/\eta$ requires $\omega\tau\ll1$. It cannot be continued to a perfect crystal at fixed frequency, where a uniform rotation causes no intraband absorption.

*Interband terms.* Let a pair of bands with fixed gap $\delta$ sweep through the Fermi energy as $\mathbf k$ varies. Its average weight is then proportional to (9), which rises as $2\eta/(\pi\delta^2)$ for $2\eta\ll\delta$, peaks at $2\eta=\delta$, and falls as $1/(2\pi\eta)$ beyond.

*Very large width.* If $\eta$ is much larger than all distances of the bands from $E_F$, every $A_n(E_F)$ tends to $1/(\pi\eta)$ and $\alpha$ falls as $1/\eta^2$ at fixed $S$. This is a property of the formula; bands so broad no longer describe a metal well.

## (g) What does it give for a model ferromagnet?

**Question.** Evaluate (6) for a simple cubic crystal with $p_x,p_y,p_z$ orbitals, and judge the approximations from the numbers.

**Solution.** Along a bond with unit vector $\hat{\mathbf d}$, the hopping matrix between orbitals $a$ and $b$ is $t_\pi\delta_{ab}+(t_\sigma-t_\pi)\hat d_a\hat d_b$. The values $(t_\sigma,t_\pi)$ are $(0.5,-0.1)$ eV for first and $(0.2,-0.05)$ eV for second neighbours. Further, $H_{\rm xc}=-\tfrac\Delta2\sigma_z$ with $\Delta=2$ eV, and $H_{\rm so}=\tfrac\xi2\mathbf L\cdot\boldsymbol\sigma$ with $\xi=0.1$ eV and $\mathbf L$ in units of $\hbar$. The Fermi energy is 0 and the temperature is zero, so $-f'=\delta(E)$. These are round model values, not those of a material.

The filled states give $S=1.098$ per cell, which is kept fixed as $\eta$ varies. The damping, in units of $10^{-3}$, is:

| $\eta$ (eV) | intraband | interband | total | exchange form |
|---|---|---|---|---|
| 0.05 | 2.22 | 8.40 | 10.6 | 86 |
| 0.10 | 0.99 | 7.49 | 8.48 | 137 |
| 0.20 | 0.41 | 5.61 | 6.02 | 214 |
| 0.40 | 0.15 | 3.65 | 3.80 | 318 |
| 0.80 | 0.05 | 2.14 | 2.19 | 386 |

Reducing the $\mathbf k$ mesh from 44 to 36 points per direction in one octant of the Brillouin zone changes the totals by at most 0.3 % of their values.

From $\eta=0.05$ to 0.10 eV the intraband part falls by a factor $2.217/0.993=2.23$, near the factor 2 of the small-width law. From 0.40 to 0.80 eV the factor is 2.95, on the way to the large-width value 4.

The interband part also falls throughout the table. By (9), pairs with gaps well above $2\eta$ would make it rise. In this picture the loss from close pairs outweighs the gain from wider ones; it does not follow that close pairs supply most of the sum.

The exchange form behaves quite differently. At $\eta=0.1$ eV it is $137/8.48\approx16$ times the result of (6). With $\xi=0$ it still gives about 0.13, so most of its value there is the spin leakage found in (e). Over these widths it grows more slowly than $\eta$, unlike the linear law found in (e) for small $\eta$ and $\xi=0$.

The low-frequency step was tested at one $\mathbf k$ point by solving for the periodically driven electrons with baths, without using (3) or (4). The test used $\eta=0.1$ eV and a thermal energy of 0.05 eV. The friction $\bar P/(\hbar\,\overline{\dot\theta^2})$ is 0.01004 both from (4) and from the driven solution at $\hbar\omega=0.001$ eV, with or without the frame term. At $\hbar\omega=0.2$ eV the driven solution without the frame term gives 0.0055. The drive quantum is then no longer small compared with the level width and the thermal energy, so (4) need not hold. Nor may the frame term be dropped at such a frequency, so this number only marks the limit of the low-frequency step.

Take 1 T as the total effective field acting on the moment. The spin-orbit coupling also gives the crystal an anisotropy field, which adds to or subtracts from an applied field. It is not evaluated here and need not be negligible against 1 T, so the frequency and decay time below are not those for an applied field of 1 T. For precession in this field, $\gamma=2\mu_B/\hbar$ gives $\omega=1.759\times10^{11}$ rad/s and $\hbar\omega=0.116$ meV, far below $2\eta=200$ meV. To find the decay, linearize Gilbert's equation about $\mathbf m\parallel\mathbf B\parallel z$ with $m_+=m_x+im_y$:

$$\dot m_+=i\omega m_++i\alpha\dot m_+
\;\Rightarrow\;\dot m_+=\frac{i\omega}{1-i\alpha}m_+=\frac{i\omega-\alpha\omega}{1+\alpha^2}\,m_+ .$$

The amplitude decays in the time

$$\frac{1+\alpha^2}{\alpha\omega}\simeq\frac{1}{(8.48\times10^{-3})(1.759\times10^{11}\ {\rm s^{-1}})}=6.7\times10^{-10}\ {\rm s}=0.67\ {\rm ns}.$$

The electron lifetime $\hbar/(2\eta)$ is 3.3 fs, so the electrons relax long before the magnetization has turned appreciably, as the derivation requires. The numerical output below gives these values with further digits.

## Numbers as computed

```
first-neighbour hoppings sigma, pi: (0.5, -0.1) eV
second-neighbour hoppings sigma, pi: (0.2, -0.05) eV
exchange splitting: 2.0 eV
spin-orbit strength xi: 0.1 eV
Fermi level: 0.0 eV
macrospin energy loss / (hbar S Omega): 0.381680
Gilbert heat / (hbar S Omega): 0.381680
cluster torque identity, largest error: 1.6e-09 eV
largest level slope at test k: 0.012953 eV/rad
Test k = (0.7, 1.1, 1.9)/a, eta 0.1 eV, kT 0.05 eV:
test chemical potential: 0.0031 eV
friction/hbar, formula: 1.00402e-02
friction/hbar, driven at 0.001 eV: 1.00400e-02
same with frame term: 1.00401e-02
friction/hbar, driven at 0.2 eV: 5.46307e-03
xi=0, lab-fixed baths, formula: 2.34000e-01
xi=0, lab-fixed baths, driven: 2.34131e-01
spin per cell S: 1.0980 hbar
eta(eV)  intraband  interband  total alpha  exchange form
 0.05  2.217e-03  8.399e-03  1.062e-02  8.619e-02
 0.10  9.929e-04  7.488e-03  8.481e-03  1.370e-01
 0.20  4.117e-04  5.606e-03  6.017e-03  2.137e-01
 0.40  1.530e-04  3.651e-03  3.804e-03  3.178e-01
 0.80  5.185e-05  2.140e-03  2.192e-03  3.855e-01
largest change of total alpha with mesh: 0.28 %
exchange form at xi=0, eta=0.1 eV: 1.285e-01
lifetime hbar/(2 eta) at eta=0.1 eV: 3.291 fs
precession quantum at 1.0 T: 0.1158 meV
precession angular frequency at 1.0 T: 1.7588e+11 rad/s
precession decay time at eta=0.1 eV: 0.670 ns
```
